# Diffusion MTF of an Image Sensor with Generation at Fixed Depth: test program

```python
"""
Diffusion MTF of an image sensor with carriers generated at a fixed height.

Field-free layer 0 < z < d; z = 0 collects all carriers, z = d has surface
recombination velocity S. Carriers start at z = h, with diffusion coefficient D
and lifetime tau. For lateral wavenumber k, q^2 = k^2 + 1/(D tau), and
B(q,u) = cosh(q u) + (S/D) sinh(q u)/q, the result under test is
    T(k) = B(q,d-h) / B(q,d),    MTF_diff = T(k) / T(0).
Full-width pixels of pitch p add the factor |sin(pi f p)/(pi f p)|.
Internal units: micrometre and nanosecond.
"""
import numpy as np
from scipy import sparse
from scipy.sparse.linalg import splu
from scipy.integrate import quad

d, h, D, pitch = 4.0, 3.0, 3.0, 10.0
tau_lossy, S_lossy = 100.0, 1.0


def B(q, u, S, diff=D):
    ratio = np.sinh(q * u) / q if q > 0 else u
    return np.cosh(q * u) + S / diff * ratio


def transfer(k, loss_rate, S, height=h, thick=d, diff=D):
    q = np.sqrt(k**2 + loss_rate / diff)
    return B(q, thick - height, S, diff) / B(q, thick, S, diff)


def mtf_diff(k, loss_rate, S, height=h, thick=d, diff=D):
    return (transfer(k, loss_rate, S, height, thick, diff)
            / transfer(0.0, loss_rate, S, height, thick, diff))


def variance(loss_rate, S):
    """Lateral variance of collected carriers from the derived formula."""
    q = np.sqrt(loss_rate / D)

    def G(u):
        if q == 0:
            return u**2 + S / D * u**3 / 3
        return (u * np.sinh(q * u) / q
                + S / D * (q * u * np.cosh(q * u) - np.sinh(q * u)) / q**3)
    return G(d) / B(q, d, S) - G(d - h) / B(q, d - h, S)


def line_response(x):
    """Closed form for no bulk or surface recombination."""
    a = np.pi / d
    return (np.sin(a * h / 2) * np.cosh(a * x / 2)
            / (d * (np.cosh(a * x) - np.cos(a * h))))


# Two-dimensional finite-volume solution, periodic in x
nx, nz, width = 320, 64, 80.0
dx, dz = width / nx, d / nz
x = (np.arange(nx) + 0.5) * dx - width / 2
source_row = int(round(h / dz)) - 1


def make_solver(loss_rate, S):
    """Return a function mapping sheet generation g(x) to collected flux."""
    weights = np.full(nz, dz)
    weights[-1] = dz / 2
    diagonal = np.full(nz, 2 * D / dz)
    diagonal[-1] = D / dz + S
    off = np.full(nz - 1, -D / dz)
    vertical = sparse.diags([off, diagonal, off], [-1, 0, 1])
    W = sparse.diags(weights)
    lateral = sparse.diags([np.full(nx, 2.0), -np.ones(nx - 1),
                            -np.ones(nx - 1)], [0, 1, -1]).tolil()
    lateral[0, nx - 1] = lateral[nx - 1, 0] = -1.0
    matrix = (sparse.kron(vertical + loss_rate * W, sparse.identity(nx))
              + sparse.kron(W, D * lateral.tocsr() / dx**2))
    factor = splu(matrix.tocsc())

    def collect(g):
        rhs = np.zeros((nz, nx))
        rhs[source_row] = g
        return D / dz * factor.solve(rhs.ravel()).reshape(nz, nx)[0]
    return collect


cases = {"lossless": (0.0, 0.0),
         "lossy": (1 / tau_lossy, S_lossy),
         "absorbing surface": (0.0, 1e6)}
solvers, grid_efficiency, grid_rms = {}, {}, {}
mid = nx // 2
point = np.zeros(nx)
point[mid] = 1 / dx
distance = x - x[mid]
for name, (rate, S) in cases.items():
    solvers[name] = make_solver(rate, S)
    flux = solvers[name](point)
    total = flux.sum() * dx
    second = (flux * distance**2).sum() * dx / total
    grid_efficiency[name], grid_rms[name] = total, np.sqrt(second)
    assert abs(total - transfer(0.0, rate, S)) < 1e-3
    assert abs(second / variance(rate, S) - 1) < 2e-3
    for f in (12.5, 25.0, 50.0, 100.0):
        k = 2 * np.pi * f / 1000
        numeric = (flux * np.cos(k * distance)).sum() * dx / total
        assert abs(numeric - mtf_diff(k, rate, S)) < 1e-3
    if name == "lossless":
        # Finite lateral cell size limits the agreement
        assert np.max(np.abs(flux - line_response(distance))) < 1e-3

# Special variances, the second one for a nearly perfect absorber
assert abs(variance(0.0, 0.0) - h * (2 * d - h)) < 1e-12
assert abs(grid_rms["absorbing surface"]**2 / (h * (2*d - h) / 3) - 1) < 2e-3

# Line response: its cosine transform must reproduce the transfer function
for k in (0.0, 0.1, 0.4, 1.0):
    value = 2 * quad(lambda s: line_response(s) * np.cos(k * s),
                     0, 80, limit=300, epsabs=1e-11)[0]
    assert abs(value - transfer(k, 0.0, 0.0)) < 1e-8

# Arrival-time density from the decaying vertical modes, reflecting far surface
kappa = (np.arange(200) + 0.5) * np.pi / d


def arrival_density(t):
    return 2 * D / d * np.sum(kappa * np.sin(kappa * h)
                              * np.exp(-D * kappa**2 * t))


def time_average(function):
    # Arrivals before 0.01 ns are negligible
    return sum(quad(lambda t: arrival_density(t) * function(t), a, b,
                    limit=200, epsabs=1e-10)[0]
               for a, b in ((0.01, 1), (1, 10), (10, 100)))


for k in (0.0, 0.2, 0.6):
    for rate in (0.0, 0.1):
        value = time_average(lambda t: np.exp(-(D * k**2 + rate) * t))
        assert abs(value - transfer(k, rate, 0.0)) < 1e-7
mean_time = time_average(lambda t: t)
assert abs(2 * D * mean_time / grid_rms["lossless"]**2 - 1) < 2e-3

# Complete sensor: sinusoidal generation followed by pixel integration
depth = 0.5


def pixel_contrast(name, f, first, second):
    k = 2 * np.pi * f / 1000
    flux = solvers[name](1 + depth * np.cos(k * x))
    signals = [flux[np.abs(x - c) < pitch / 2].sum() * dx
               for c in (first, second)]
    return (signals[0] - signals[1]) / (signals[0] + signals[1]) / depth


nyquist = 1000 / (2 * pitch)
pixel_result, phase_result = {}, {}
for name in ("lossless", "lossy"):
    for f in (nyquist / 2, nyquist):
        k = 2 * np.pi * f / 1000
        expected = mtf_diff(k, *cases[name]) * abs(np.sinc(f * pitch / 1000))
        contrast = pixel_contrast(name, f, 0.0, 500 / f)
        assert abs(contrast - expected) < 1e-3
    pixel_result[name] = contrast
    phase_result[name] = abs(pixel_contrast(name, nyquist, 5.0, 15.0))
    assert phase_result[name] < 1e-9

# Trends over random layers
rng = np.random.default_rng(4)
for _ in range(2000):
    thick = rng.uniform(1, 10)
    height = thick * rng.uniform(0.1, 0.9)
    k, diff = rng.uniform(0.02, 1.5), rng.uniform(1, 4)
    rate, S = 10**rng.uniform(-4, 0), 10**rng.uniform(-3, 2)
    base = (k, rate, S, height, thick, diff)
    more_bulk = (k, 2 * rate, S, height, thick, diff)
    more_surface = (k, rate, 2 * S, height, thick, diff)
    closer = (k, rate, S, 0.8 * height, thick, diff)
    for changed in (more_bulk, more_surface):
        assert mtf_diff(*changed) >= mtf_diff(*base) - 1e-12
        assert transfer(*changed) <= transfer(*base) + 1e-12
    assert mtf_diff(*closer) > mtf_diff(*base)
    assert mtf_diff(k, 0, 0, height, thick, diff) >= np.exp(-k*height) - 1e-12

print(f"layer thickness d = {d:.1f} um")
print(f"generation height h = {h:.1f} um")
print(f"generation depth below far surface = {d-h:.1f} um")
print(f"diffusion coefficient D = {D:.1f} um^2/ns")
print(f"pixel pitch p = {pitch:.1f} um")
print(f"lossy case: lifetime = {tau_lossy:.0f} ns")
print(f"lossy case: surface velocity S = {S_lossy:.1f} um/ns")
print(f"lossy case: diffusion length L = {np.sqrt(D*tau_lossy):.2f} um")
print(f"absorbing case: S = {cases['absorbing surface'][1]:.0e} um/ns")
print(f"Nyquist frequency = {nyquist:.1f} cycles/mm")
kn = 2 * np.pi * nyquist / 1000
print(f"Nyquist wavenumber k = {kn:.5f} rad/um")
print(f"lossy case: q at k=0 = {np.sqrt(1/(D*tau_lossy)):.5f} 1/um")
qn = np.sqrt(kn**2 + 1 / (D * tau_lossy))
print(f"lossy case: q at Nyquist = {qn:.5f} 1/um")
print(f"lossy case: B(q,d-h) at Nyquist = {B(qn, d-h, S_lossy):.5f}")
print(f"lossy case: B(q,d) at Nyquist = {B(qn, d, S_lossy):.5f}")
for name, (rate, S) in cases.items():
    var = variance(rate, S)
    print(f"{name}: collected fraction T(0) = {transfer(0.0,rate,S):.4f}"
          f" (grid {grid_efficiency[name]:.4f})")
    print(f"{name}: lateral rms spread = {np.sqrt(var):.3f} um"
          f" (grid {grid_rms[name]:.3f} um)")
    print(f"{name}: mean arrival time = {var/(2*D):.3f} ns")
    print(f"{name}: T at Nyquist = {transfer(kn,rate,S):.4f}")
print(f"lossless: mean time from arrival density = {mean_time:.3f} ns")
print(f"lossless: line response peak = {line_response(0.0):.4f} 1/um")
print(f"thick lossless layer: MTF_diff at Nyquist = {np.exp(-kn*h):.4f}")
print("f (cycles/mm) | pixel factor | MTF_diff, MTF for each case")
for f in (12.5, 25.0, 37.5, 50.0):
    k, aperture = 2*np.pi*f/1000, abs(np.sinc(f*pitch/1000))
    row = f"{f:.1f} | {aperture:.4f}"
    for name, (rate, S) in cases.items():
        m = mtf_diff(k, rate, S)
        row += f" | {name}: {m:.4f}, {m*aperture:.4f}"
    print(row)
for name in pixel_result:
    print(f"{name}: grid pixel MTF at Nyquist = {pixel_result[name]:.4f}")
    print(f"{name}: quarter-period shift, contrast = {phase_result[name]:.4f}")
print("all good")
```

Output:

```
layer thickness d = 4.0 um
generation height h = 3.0 um
generation depth below far surface = 1.0 um
diffusion coefficient D = 3.0 um^2/ns
pixel pitch p = 10.0 um
lossy case: lifetime = 100 ns
lossy case: surface velocity S = 1.0 um/ns
lossy case: diffusion length L = 17.32 um
absorbing case: S = 1e+06 um/ns
Nyquist frequency = 50.0 cycles/mm
Nyquist wavenumber k = 0.31416 rad/um
lossy case: q at k=0 = 0.05774 1/um
lossy case: q at Nyquist = 0.31942 1/um
lossy case: B(q,d-h) at Nyquist = 1.39048
lossy case: B(q,d) at Nyquist = 3.66039
lossless: collected fraction T(0) = 1.0000 (grid 1.0000)
lossless: lateral rms spread = 3.873 um (grid 3.873 um)
lossless: mean arrival time = 2.500 ns
lossless: T at Nyquist = 0.5528
lossy: collected fraction T(0) = 0.5629 (grid 0.5629)
lossy: lateral rms spread = 2.998 um (grid 2.998 um)
lossy: mean arrival time = 1.498 ns
lossy: T at Nyquist = 0.3799
absorbing surface: collected fraction T(0) = 0.2500 (grid 0.2500)
absorbing surface: lateral rms spread = 2.236 um (grid 2.236 um)
absorbing surface: mean arrival time = 0.833 ns
absorbing surface: T at Nyquist = 0.1978
lossless: mean time from arrival density = 2.500 ns
lossless: line response peak = 0.1353 1/um
thick lossless layer: MTF_diff at Nyquist = 0.3897
f (cycles/mm) | pixel factor | MTF_diff, MTF for each case
12.5 | 0.9745 | lossless: 0.9555, 0.9312 | lossy: 0.9729, 0.9481 | absorbing surface: 0.9847, 0.9596
25.0 | 0.9003 | lossless: 0.8409, 0.7570 | lossy: 0.8983, 0.8088 | absorbing surface: 0.9410, 0.8472
37.5 | 0.7842 | lossless: 0.6955, 0.5454 | lossy: 0.7928, 0.6217 | absorbing surface: 0.8740, 0.6854
50.0 | 0.6366 | lossless: 0.5528, 0.3519 | lossy: 0.6749, 0.4296 | absorbing surface: 0.7912, 0.5037
lossless: grid pixel MTF at Nyquist = 0.3521
lossless: quarter-period shift, contrast = 0.0000
lossy: grid pixel MTF at Nyquist = 0.4298
lossy: quarter-period shift, contrast = 0.0000
all good
```
